# Surface Impingement Rate from the Maxwell Velocity Distribution

To calculate a growth rate in low-pressure chemical vapour deposition, one must decide which pressure and which temperature turn a gauge reading into a supply of molecules at the wafer. The same decision enters when a measured growth rate is turned into a sticking probability, since that probability is a ratio of molecules incorporated to molecules arriving. Both calculations rest on the impingement rate

$$J=\frac{P}{\sqrt{2\pi mkT}},\tag{1}$$

the number of molecules striking unit area of surface per unit time. Here $m$ is the molecular mass, $P$ the pressure of the gas beside the surface and $T$ the temperature of the arriving gas. In a mixture, $P$ is the partial pressure of the species counted. The rate includes every arrival, whether the molecule then sticks or leaves.

The algebra is in atomic units, $\hbar=m_e=e=1$, with $k$ retained so that $kT$ is an energy. No $\hbar$ appears in the classical derivation, so equation (1) has the same form in SI units. The gas is dilute, classical and at rest, and its number density $n$ is uniform near the surface. Let the $z$ axis point from the gas toward the surface, so that arriving molecules have $v_z>0$.

The Maxwell distribution gives a velocity $\mathbf v$ a probability density proportional to $\exp(-mv^2/2kT)$. Because $v^2=v_x^2+v_y^2+v_z^2$, this is a product of three independent factors. Write $a=m/2kT$. The normalization needs the integral $I=\int_{-\infty}^{\infty}e^{-av^2}dv$. Its square is an integral over a plane, which is easy in polar coordinates:

$$I^2=\int_0^{2\pi}d\phi\int_0^\infty e^{-a\rho^2}\rho\,d\rho=\frac{\pi}{a},\qquad I=\sqrt{\frac{\pi}{a}}.$$

The normalized density for one component is therefore

$$f(v_z)=\sqrt{\frac{a}{\pi}}\,e^{-av_z^2}=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/2kT}.$$

Now count arrivals on an area $A$ during a short time $dt$. Molecules with a given velocity that reach $A$ start in a slanted cylinder with base $A$ and height $v_zdt$. Its volume is $Av_zdt$, whatever the tangential velocity, because slanting a cylinder at fixed height does not change its volume. The number of arrivals with normal velocity between $v_z$ and $v_z+dv_z$ is thus $nf(v_z)dv_z\,Av_zdt$; the tangential factors have each integrated to one. Molecules with $v_z<0$ are receding and contribute nothing. Dividing by $A\,dt$ and adding the arrivals gives

$$J=n\int_0^\infty v_zf(v_z)\,dv_z.$$

Gas collisions do not spoil this count. The time $dt$ can be made so short that collisions within the cylinder are negligible, and in a uniform equilibrium gas collisions maintain the velocity distribution that enters the integral.

Set $w=av_z^2$, so that $v_zdv_z=dw/2a$. Then

$$J=n\sqrt{\frac{a}{\pi}}\,\frac{1}{2a}\int_0^\infty e^{-w}dw=\frac{n}{2\sqrt{\pi a}}=n\sqrt{\frac{kT}{2\pi m}}.\tag{2}$$

The last step uses $1/(4\pi a)=kT/(2\pi m)$.

The density can be replaced by the pressure without borrowing the ideal-gas law, because the same arrivals produce the pressure. A molecule reflected with its normal velocity reversed gives the wall momentum $2mv_z$. Multiplying the arrival rate in each velocity interval by this momentum gives

$$P=2mn\int_0^\infty v_z^2f(v_z)\,dv_z.$$

To evaluate the integral, start from $\int_0^\infty e^{-av^2}dv=\tfrac12\sqrt{\pi/a}$ and differentiate both sides with respect to $a$. Each side acquires a minus sign, which cancels, leaving $\int_0^\infty v^2e^{-av^2}dv=\sqrt\pi/(4a^{3/2})$. Hence

$$P=2mn\sqrt{\frac{a}{\pi}}\,\frac{\sqrt\pi}{4a^{3/2}}=\frac{mn}{2a}=nkT.\tag{3}$$

Individual reflections need not be mirror-like. In equilibrium the departing molecules have the same distribution of normal speeds as the arriving ones, so arrivals supply $P/2$ and departures supply the other $P/2$. Substituting $n=P/kT$ in equation (2),

$$J=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}},$$

which is equation (1). The denominator is a momentum. Since pressure is momentum delivered per area and time, $P/J=\sqrt{2\pi mkT}$ is the mean normal momentum exchanged per molecular impact. At fixed pressure, heavier or hotter molecules exchange more momentum at each impact, so fewer impacts are needed.

A calculation in spherical coordinates shows where the familiar factor of one quarter comes from. Let $\theta$ be the angle between the velocity and the $z$ axis. Directions are uniformly distributed over the full solid angle $4\pi$, and arrivals occupy $0\le\theta<\pi/2$. With $\bar v$ the mean speed,

$$J=n\bar v\,\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=n\bar v\,\frac{2\pi}{4\pi}\,\frac12=\frac{n\bar v}{4}.\tag{4}$$

Half the molecules move toward the surface, and the mean value of $\cos\theta$ among that half is also one half. The mean speed follows from the three-dimensional distribution. With $w=av^2$, $\int_0^\infty v^3e^{-av^2}dv=(1/2a^2)\int_0^\infty we^{-w}dw=1/(2a^2)$, so

$$\bar v=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}}.$$

Putting this in equation (4) recovers equation (2).

The molecules that arrive are not a fair sample of those in the gas, because the factor $v_z$ favours fast motion toward the surface. Their mean normal kinetic energy is

$$\frac{\int_0^\infty \tfrac12mv_z^2\,v_ze^{-av_z^2}dv_z}{\int_0^\infty v_ze^{-av_z^2}dv_z}
=kT\,\frac{\int_0^\infty we^{-w}dw}{\int_0^\infty e^{-w}dw}=kT.$$

The two tangential components contribute $kT/2$ each, so the mean translational energy on arrival is $2kT$, compared with $3kT/2$ in the gas. The directional weight in equation (4) gives the fraction arriving within an angle $\theta$ of the normal as $\int_0^\theta2\cos\theta'\sin\theta'd\theta'=\sin^2\theta$. This is the cosine law.

These statements can be tested by counting. One million molecules with Maxwell velocities were followed in a box of unit length, in units with $m=kT=1$, for a time of 20. The counted flux, divided by the value equation (1) gives from the counted wall pressure, was 0.9989. The mean arrival energy was $2.003\,kT$, and a fraction 0.251 arrived within $30^\circ$ of the normal, where the cosine law gives 0.25. The differences are within two standard errors for a sample of this size, which are about 0.07% for the flux ratio, $0.002\,kT$ for the energy and 0.0006 for the fraction.

For a numerical case, take silane at 1 mTorr beside silicon wafers in a hot-wall reactor at 823 K. Inserting one Torr, one atomic mass unit and one kelvin in equation (1) gives the prefactor in

$$J=3.513\times10^{22}\,\frac{P}{\sqrt{MT}}\ \mathrm{cm^{-2}\,s^{-1}},$$

with $P$ in Torr, $M$ in g/mol and $T$ in K. For silane, $M=32.12$ g/mol, so

$$J=\frac{3.513\times10^{22}\times10^{-3}}{\sqrt{32.12\times823}}
=2.16\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}}.$$

The density and mean speed give the same result by equation (4): $(1.173\times10^{13}\ \mathrm{cm^{-3}})(7.365\times10^4\ \mathrm{cm/s})/4$. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the rate is also $2160\ \mathrm{nm^{-2}\,s^{-1}}$.

An ideal Si(001) plane has two atoms per square of side $a_0$, the lattice constant. For $a_0=0.543$ nm this is $2/a_0^2=6.783\ \mathrm{nm^{-2}}$. Each site therefore receives $2160.5/6.783\approx318.5$ molecules per second, or one every 3.14 ms on average. If a fraction $S$ of arrivals reacts and leaves its silicon atom in the crystal, the growth rate is $SJ$ times the volume per atom. The cubic cell holds eight atoms, so this volume is $a_0^3/8$. With $S=10^{-4}$,

$$G=SJ\frac{a_0^3}{8}=10^{-4}\times2160\times\frac{0.543^3}{8}\times60
=0.26\ \mathrm{nm/min}.$$

The factor 60 converts seconds to minutes. In this example 9999 of every 10000 arrivals leave unreacted, so growth is far slower than the supply of silane would allow if every arrival reacted. At fixed $S$ the growth rate is still proportional to $J$. If $S$ were instead deduced from a known $G$, any relative overestimate of $J$ would make the deduced $S$ too small by the same factor.

The pressure entering $J$ may differ from the pressure at a gauge. Consider two regions joined by a small, thin aperture through which molecules pass without colliding with each other. With no net flow, the fluxes from the two sides must balance:

$$\frac{P_1}{\sqrt{2\pi mkT_1}}=\frac{P_2}{\sqrt{2\pi mkT_2}},\qquad
\frac{P_1}{P_2}=\sqrt{\frac{T_1}{T_2}}.$$

The same holds for a tube if molecules have equal transmission probabilities in both directions. If the 1 mTorr in the example were the reading of a gauge at 300 K, the reactor pressure in this limit would be larger by $\sqrt{823/300}=1.656$, and so would $J$. In the opposite limit, where collisions make the connecting gas a fluid at rest, mechanical balance requires equal pressures and the correction disappears. The gauge temperature therefore matters when the mean free path is not small compared with the bore of the line.

A second correction arises when molecules stick. Suppose that a fraction $1-S$ returns with the equilibrium distribution at $T$, and leave aside the momentum carried by reaction products. Arrivals still push with $P/2$, but departures push with $(1-S)P/2$. The wall pressure is

$$P_{\rm wall}=\frac P2+(1-S)\frac P2=P\left(1-\frac S2\right).$$

For $S=10^{-4}$ the deficit is $5\times10^{-5}$ of $P$. For a perfectly absorbing surface, $S=1$, the wall feels half of $P$, and the arrival rate is $2P_{\rm wall}/\sqrt{2\pi mkT}$. This assumes that the arrivals keep the undisturbed Maxwell distribution, which for large $S$ requires a mean free path long compared with the absorbing surface or with its distance from the source gas; otherwise collisions set the gas drifting toward the surface and these relations no longer hold exactly. The $P$ in equation (1) is thus the equilibrium pressure of the gas from which the arrivals come, not the force per area on an absorbing wafer.

Sticking also depletes the gas between closely spaced wafers. Model two facing wafers as discs of radius $R=50$ mm, separated by $h=5$ mm, with undepleted gas outside. Let $c(r)$ be the arrival rate at radius $r$ divided by $J$. An area element on the opposite wafer re-emits at the rate $(1-S)cJ$ per unit area. The cosine law spreads this over solid angle with weight $\cos\theta/\pi$, whose integral over a hemisphere is one. If the lateral separation is $\rho$, the distance is $s=\sqrt{h^2+\rho^2}$ and $\cos\theta=h/s$. A receiving element $dA$ subtends the solid angle $dA\cos\theta/s^2$. The transfer weight per unit area is therefore

$$K=\frac{\cos^2\theta}{\pi s^2}=\frac{h^2}{\pi(h^2+\rho^2)^2}.$$

Directions that miss the opposite disc bring undepleted gas; their share is $1-\int K\,dA'$. Adding the two supplies gives

$$c=1-\int K\,dA'+(1-S)\int K\,c'\,dA',$$

where $c'$ is the value at the emitting element. With the depletion $\delta=1-c$, this becomes

$$\delta=S\int K\,dA'+(1-S)\int K\,\delta'\,dA'.$$

Solving this equation on a radial grid gives $\delta=0.270\%$ at the wafer centre. Tracing 60000 random paths backward from the centre gives 0.269%. These paths had on average 27.0 earlier wafer hits. A molecule survives $N$ hits with probability $(1-S)^N\approx1-NS$ when $NS$ is small, so the loss should be near $27.0\times10^{-4}=0.27\%$. A small sticking probability is thus amplified by repeated visits to the surfaces. In the same small-loss approximation, making $S$ ten times larger at fixed geometry would raise the central depletion to about 2.7%.

This estimate neglects collisions in the gap. For molecules of diameter $d$, a collision occurs when two centres come within $d$, so the collision rate is $n\pi d^2$ times the mean relative speed. The difference of two independent Maxwell velocities has twice the variance of one, which makes that speed $\sqrt2\,\bar v$. Dividing $\bar v$ by the collision rate gives the mean free path

$$\lambda=\frac{1}{\sqrt2\,\pi d^2n}=\frac{kT}{\sqrt2\,\pi d^2P}.$$

With a rough diameter of 0.5 nm, $\lambda=77$ mm. Between infinite plates a flight at angle $\theta$ has length $h/\cos\theta$, and its cosine-law average is $\int_0^{\pi/2}(h/\cos\theta)2\cos\theta\sin\theta\,d\theta=2h=10$ mm. The ratio of this flight to the free path is 0.13. Collisions are therefore infrequent on any single flight, but a path of about 27 flights includes three or four of them, so the calculated depletion is better read as about 0.3% than as a three-digit prediction. At pressures high enough that $\lambda$ falls well below the gap, transport between the wafers becomes diffusive, this model no longer applies, and the depletion grows with pressure.

The dilute and classical assumptions are much safer here. For hard spheres, each molecule excludes the centre of another from a volume $\omega=4\pi d^3/3$. To first order in density, the space available to $N$ molecules in a volume $V$ reduces the logarithm of their configurational volume from $N\ln V$ to $N\ln V-N^2\omega/2V$. Since pressure is $kT$ times the volume derivative of this logarithm, $P=nkT(1+n\omega/2)$. The relative correction $2\pi nd^3/3$ is $3\times10^{-9}$. Quantum statistics matter when the thermal wavelength $\Lambda=\sqrt{2\pi/mkT}$, written in atomic units, approaches the distance between molecules. Here $\Lambda=0.0107$ nm and $n\Lambda^3=1.5\times10^{-14}$, so the gas is far from degenerate.

The pressure, temperature and wafer size are rough values in the regime of ultrahigh-vacuum chemical vapour deposition of silicon, and $S=10^{-4}$ is a round model parameter. The resulting growth rate is a slow one, of a size useful for thin epitaxial layers, but it does not establish the value of $S$. In a real reactor $S$ depends on temperature and on how much hydrogen occupies the surface, and $G$ changes in direct proportion to it at fixed $J$. Hydrogen released by the reaction also dilutes the silane: if it supplied half of a fixed total pressure, the silane arrival rate would be half that calculated from the total. Gas-phase reactions, omitted here, would add other species with their own masses, partial pressures and sticking probabilities. Among the effects given a number for this example, the possible gauge correction of up to 66% in the free-molecular limit far exceeds the 0.3% depletion. That depletion is measured against the gas just outside the gap. A whole load of wafers also consumes part of the feed: 25 such wafers reacting on both faces take up about $8.5\times10^{16}$ molecules per second, which is 19% of a silane flow of 1 sccm and 4% of 5 sccm. The 66% is a correction to $J$; where a larger flux raises the hydrogen coverage and so lowers $S$, the growth rate responds less than in proportion.

The temperature in equation (1) needs equal care in a cold-wall reactor. When molecules reach a hot wafer directly from cold gas, their velocities carry the temperature of that gas, not the wafer temperature. For a source gas held at 1 mTorr, lowering its temperature from 823 K to 300 K raises the arrival rate by the same factor 1.656, because the density rises as $1/T$ while the mean speed falls as $\sqrt T$. If collisions near the wafer warm the gas before it arrives, neither end temperature alone describes the flux, and the local density and velocity distribution are needed. A directed molecular beam likewise lacks the isotropic distribution used above; its arrival rate must be found from the beam's own density and normal velocity. The numerical output below gives the remaining digits of the silane example.

## Numbers as computed

```
INPUTS (rough typical or round model values)
Silane pressure at wafers: 1.000 mTorr
Gas and wafer temperature: 823.0 K
Silane molar mass: 32.12 g/mol
Reactive sticking probability S: 1.0e-04
Silicon lattice constant: 0.543 nm
Silane collision diameter: 0.50 nm
Wafer radius: 50.0 mm
Wafer spacing: 5.0 mm
Gauge temperature: 300.0 K
WORKED RESULT
Thermal energy kT: 0.07092 eV
Gas number density: 1.1733e+13 cm^-3
Mean molecular speed: 7.3655e+04 cm/s
Impingement rate, formula: 2.1605e+17 cm^-2 s^-1
Impingement rate, integral: 2.1605e+17 cm^-2 s^-1
Impingement rate, converted: 2160.5 nm^-2 s^-1
Prefactor for Torr, g/mol, K: 3.5127e+22 cm^-2 s^-1
Si(001) site density: 6.783 nm^-2
Arrivals per surface site: 318.5 s^-1
Mean time between arrivals: 3.140 ms
Silicon growth rate: 0.259 nm/min
BOX SIMULATION
Counted flux / pressure formula: 0.9989 (no unit)
Mean energy of arrivals: 2.0026 kT
Arrivals within 30 degrees: 0.2507 (fraction)
Relative speed / mean speed: 1.4139 (no unit)
NEGLECTED EFFECTS
Cold-gauge limit, flux factor: 1.656 (no unit)
Centre depletion, equation: 0.270 %
Centre depletion, traced: 0.269 %
Mean previous wafer hits: 27.0 (count)
Mean free path: 76.7 mm
Mean flight between plates: 10.0 mm
Flight / free path: 0.130 (no unit)
Wall-pressure deficit S/2: 5.0e-05 (fraction)
Molecular-volume correction: 3.07e-09 (fraction)
Thermal wavelength: 0.01074 nm
Quantum degeneracy: 1.45e-14 (no unit)
```
